Recursive Green functions for lattice tunnelling, designed around opaque barriers

**Definitions and conventions**

An electron moves on an infinite chain of sites n with spacing a. Its Hamiltonian has the elements

H_nn = ε_n,  H_n,n+1 = H_n+1,n = −t_n,  t_n > 0.

Sites 1 to N form the device, which contains the barrier. All sites n ≤ 0 belong to a uniform left lead with on-site energy ε_L and hopping t_L; all sites n ≥ N+1 belong to a right lead with ε_R and t_R. The bonds t_0 and t_N join device and leads. The Schrödinger equation on site n is

(E − ε_n)ψ_n + t_n−1 ψ_n−1 + t_n ψ_n+1 = 0.  (1)

In a lead, ψ_n = λⁿ with λ = e^{iθ} solves (1) if

E = ε − t(λ + λ⁻¹) = ε − 2t cos θ.  (2)

I take E strictly inside both lead bands and 0 < θ < π. To find the flux, use iħ dψ_n/dτ = (Hψ)_n, with τ here the time:

d|ψ_n|²/dτ = (2/ħ) Im[ψ_n*(Hψ)_n] = j_n−1 − j_n,
j_n = (2t_n/ħ) Im(ψ_n* ψ_n+1).

The wave λⁿ therefore carries the flux 2t sin θ/ħ, positive to the right. Transmission T is transmitted flux over incident flux, and R is the reflected fraction.

**The closed box and its repair**

The naive scheme cuts the chain at some distance from the barrier and diagonalizes what is left. The matrix is then real and symmetric, its eigenvectors can be chosen real, and every j_n vanishes for them. A stationary state of the box carries no current, so T cannot be read from it as a ratio of fluxes. I therefore keep the leads infinite; only their effect on the end sites of the device is needed.

Let g be the Green function on the end site of a half-infinite lead. Removing that site leaves an identical lead, which acts back on it through one bond:

g = 1/(E − ε − t²g), or t²g² − (E − ε)g + 1 = 0.

With E − ε = −t(λ + λ⁻¹) the two roots are −λ/t and −1/(λt). The retarded function has Im g < 0; since sin θ > 0, this selects g = −λ/t. Multiplying by the squared coupling gives the exact self-energies of the leads:

Σ_L = −(t_0²/t_L) λ_L,  Σ_R = −(t_N²/t_R) λ_R.  (3)

Their level widths are

Γ_L = −2 Im Σ_L = 2(t_0²/t_L) sin θ_L,
Γ_R = 2(t_N²/t_R) sin θ_R.  (4)

Outside a lead band the decaying root |λ| < 1 is real and Γ = 0. That lead carries no flux, and T = 0.

The phase θ must come from the lattice relation (2). A continuum wavevector put into (3) would describe a different lead and produce a spurious reflection at the joint.

**The scattering state fixes the formula**

Let a wave of unit amplitude arrive from the left:

ψ_n = λ_Lⁿ + r λ_L⁻ⁿ for n ≤ 0,
ψ_n = τ λ_R^{n−N−1} for n ≥ N+1,

where τ is now the transmitted amplitude. Write λ for λ_L. Equation (1) on site 0 reads

−t_L(λ + λ⁻¹)(1 + r) + t_L(λ⁻¹ + rλ) + t_0ψ_1 = 0.

The terms t_Lλ⁻¹ and t_Lrλ cancel, leaving t_0ψ_1 = t_L(λ + rλ⁻¹), hence

r = λ(t_0/t_L)ψ_1 − λ².  (5)

Put ψ_0 = 1 + r into (1) on site 1. The term proportional to ψ_1 is t_0²λ/t_L = −Σ_L, and the rest moves to the right:

(E − ε_1 − Σ_L)ψ_1 + t_1ψ_2 = −t_0(1 − λ²) = 2i t_0 λ sin θ_L.

The last step uses 1 − λ² = λ(λ⁻¹ − λ) = −2iλ sin θ_L. On site N+1,

−t_R(λ_R + λ_R⁻¹)τ + t_Rλ_Rτ + t_Nψ_N = 0,

so τ = λ_R(t_N/t_R)ψ_N. In the equation for site N this gives t_Nψ_N+1 = −Σ_Rψ_N. The leads have thus been removed without approximation. With H_D the device block of H, and Σ_L, Σ_R acting on sites 1 and N, define

G = (E − H_D − Σ_L − Σ_R)⁻¹.

The wave in the device is ψ_n = 2i t_0 λ_L sin θ_L G_n1. The matrix being inverted is symmetric, though not Hermitian, so G_N1 = G_1N. The flux ratio becomes

T = (t_R sin θ_R / t_L sin θ_L) |τ|²
 = (t_R sin θ_R / t_L sin θ_L)(t_N/t_R)² · 4t_0² sin²θ_L |G_1N|²
 = [2t_0² sin θ_L/t_L][2t_N² sin θ_R/t_R] |G_1N|²,

which is the Caroli formula for a single channel,

T = Γ_L Γ_R |G_1N|².  (6)

It is an identity on the chain, for every N and every a. Poor agreement between (6) and wave matching on the same lattice would signal a programming or rounding fault, and refining the lattice would be no cure.

**Why the reflection is the wrong output**

A tempting economy is to compute only G_11. Equation (5) with ψ_1 = 2i t_0 λ_L sin θ_L G_11 gives

r = λ_L²(iΓ_L G_11 − 1),  (7)

and one could then take T = 1 − |r|². Algebraically this is correct. Since G⁻¹ − (G†)⁻¹ = iΓ, with Γ holding Γ_L and Γ_R at its two ends,

G − G† = G[(G†)⁻¹ − G⁻¹]G† = −iGΓG†.

Its (1,1) element is −2 Im G_11 = Γ_L|G_11|² + Γ_R|G_1N|². Therefore

1 − |r|² = −2Γ_L Im G_11 − Γ_L²|G_11|² = Γ_LΓ_R|G_1N|².

Numerically it fails when T approaches the rounding unit, because two numbers near one are subtracted. For a 12 nm version of the film treated below, at 1 V, equation (6) gives T = 2.95 × 10⁻²⁹, whereas 1 − R in double precision gives 4.4 × 10⁻¹⁶. The latter is rounding noise. The small number must be built as a product, and this decides the form of the recursion.

**The recursion**

Let φ_n = G_nN, the response to a unit source on site N. For N > 1 the first row gives φ_1 = −t_1g_1φ_2, with

g_1 = 1/(E − ε_1 − Σ_L).  (8)

Suppose φ_n−1 = −t_n−1 g_n−1 φ_n. Row n, for n < N, then becomes

(E − ε_n − t_n−1² g_n−1)φ_n = −t_nφ_n+1.

The same relation holds one site further on, with

g_n = 1/(E − ε_n − t_n−1² g_n−1).  (9)

On site N, Σ_R is also subtracted in the denominator. The source there is one, so φ_N = g_N, and going back down the chain

G_1N = g_N ∏_{n=1}^{N−1} (−t_n g_n).  (10)

For N = 1 both self-energies enter the single denominator. Each site costs a fixed number of operations, and no matrix is stored.

No denominator can vanish. The imaginary part of the first is Γ_L/2 > 0, so Im g_1 < 0; then −t_1² Im g_1 > 0 makes the second positive, and so on. This protection weakens as E approaches the edge of the left band, where Γ_L → 0. It also weakens behind an opaque barrier, where the imaginary part has decayed exponentially; a well there can bring a denominator very close to zero. For a very thick barrier the product (10) can underflow; summing the logarithms of the factors avoids that.

If the reflection phase is wanted, a second sweep supplies G_11. Row n with a unit source on site n gives G_nn = g_n − g_nt_nG_n+1,n. By symmetry and the relation above, G_n+1,n = G_n,n+1 = −t_ng_nG_n+1,n+1. Hence

G_nn = g_n + g_n² t_n² G_n+1,n+1,  G_NN = g_N.

**Matching as an independent calculation**

Wave matching can avoid self-energies altogether. Set ψ_N+1 = 1 and ψ_N+2 = λ_R, the outgoing wave, and step to the left with (1):

ψ_n−1 = [(ε_n − E)ψ_n − t_nψ_n+1]/t_n−1.

Continue to ψ_−1. If the left lead holds Aλ_Lⁿ + Bλ_L⁻ⁿ, then ψ_−1 − λ_Lψ_0 = A(λ_L⁻¹ − λ_L), so

A = (ψ_−1 − λ_Lψ_0)/(λ_L⁻¹ − λ_L),
T = t_R sin θ_R/(t_L sin θ_L |A|²).  (11)

The direction matters. Inside a single opaque barrier, such as the film below, the required solution grows towards the left. A rounding error made on the way can grow at the same rate, but it does not overtake the solution. Stepping in the direction in which the wanted solution decays would let the growing one take over. At a resonance between two opaque barriers the solution decays towards the left in the left-hand one, and digits are lost even when stepping to the left. The recursion is not immune either. For two barriers of 12 sites with U = 1.3t around a well of 4 sites, where the half-width is about 2 × 10⁻¹¹t, the relative error at the peak is about 10⁻⁶ for matching and 10⁻¹² for the recursion, but at half maximum it is about 5 × 10⁻⁶ for both.

**A barrier solved by hand**

Take a uniform chain, t_n = t, with band bottom at zero, and raise N sites by U. Define 2t cosh η = U + 2t − E, while 2t cos θ = 2t − E. Let S_n = sinh nη/sinh η, so that S_n+1 = 2cosh η S_n − S_n−1. The determinant D_n of E − H for n isolated barrier sites obeys

D_n = −2t cosh η D_n−1 − t²D_n−2,  D_n = (−t)ⁿ S_n+1.

The leads add −Σ = tλ to both end elements. Expanding in these two additions,

det = D_N + 2tλD_N−1 + t²λ²D_N−2 = (−t)^N F,
F = S_N+1 − 2λS_N + λ²S_N−1.

The corner cofactor is (−t)^{N−1}, so |G_1N| = 1/(t|F|). With Γ = 2t sin θ, equation (6) gives T = 4 sin²θ/|F|². Multiplying F by λ⁻¹ leaves its modulus unchanged and separates the parts:

Re = 2S_N(cos θ cosh η − 1),  Im = −2 sin θ cosh Nη.

Since cosh²Nη = 1 + S_N² sinh²η,

1/T = 1 + S_N²[(cos θ cosh η − 1)² + sin²θ sinh²η]/sin²θ.

The bracket expands to (cosh η − cos θ)² = (U/2t)². Therefore

1/T = 1 + (U/2t)² sinh²(Nη)/(sin²θ sinh²η).  (12)

For U = 1.3t, E = 0.6t and N = 7, where cosh η = 1.35 and cos θ = 0.7, both (12) and the recursion give T = 4.463846 × 10⁻⁵.

When a → 0 at fixed d = Na, θ → ka and η → κa, while U/2t → (k² + κ²)a²/2. Equation (12) becomes the continuum result for equal masses, 1/T = 1 + (k² + κ²)² sinh²(κd)/(4k²κ²). Above the barrier η is imaginary and sinh becomes sine. T then returns to one when sin(N|η|) = 0 with sin|η| ≠ 0.

**From lattice to oxide film**

The example is a film with d = 4 nm between identical metals. The barrier is φ = 2 eV above the left Fermi level at zero bias. The oxide mass is m_b = 0.2m_0, the metal mass m_0, and the Fermi energy E_F = 5 eV above the left band bottom. A voltage V lowers the right metal by qV, and the barrier is E_F + φ − qVx/d.

For a mass that depends on position, the quantity (ħ²/2m)ψ′ is continuous. Holding it constant across one bond gives ψ_n+1 − ψ_n = (ħ²ψ′/2m)(2/ħ²)∫m dx. The bond thus carries the arithmetic mean mass m̄, and differencing again gives

t_n = ħ²/(2m̄a²),  ε_n = U_n + t_n−1 + t_n.

The interface lies midway between two sites, so its bond has m̄ = 0.6m_0. The metal site beside it has an on-site energy different from the uniform lead and must count as a device site. With a = 0.02 nm there are 200 oxide sites and 202 device sites. The hoppings are 95.25 eV in the metal, 476.25 eV in the oxide and 158.75 eV at the interfaces.

At E = E_F and V = 1 V, Σ_L = −92.750 − 21.679i eV. Then Γ_L = 43.359 eV, Γ_R = 47.434 eV and |G_1N| = 6.0363 × 10⁻⁷ eV⁻¹, so

T = 43.359 × 47.434 × (6.0363 × 10⁻⁷)² = 7.494 × 10⁻¹⁰.

Matching by (11) gives the same T to a relative difference of 1.5 × 10⁻¹³. For the 12 nm film the relative difference is 4.1 × 10⁻¹³.

Agreement with the continuum is a separate question. Runge–Kutta integration of the continuum equation for the same tilted barrier gives T = 7.459 × 10⁻¹⁰. Relative to it, the lattice error is 0.472 % at a = 0.02 nm and 0.119 % at half that step. The ratio is close to four, as expected for an error proportional to a². The combination (4T_{a/2} − T_a)/3 removes that term and leaves about 0.001 %.

**Leakage current**

In a planar film the transverse wavevector is conserved. Let E_⊥ be the transverse kinetic energy in the metal and E_z the remainder. In the oxide the transverse energy is E_⊥m_0/m_b, so at fixed E_z the barrier rises by E_⊥(m_0/m_b − 1) = 4E_⊥. Counting two spins,

J = 2q ∫d²k/(2π)² ∫dk_z/(2π) v_z T(f_L − f_R).

Here v_z dk_z = dE_z/ħ and d²k/(2π)² = m_0 dE_⊥/(2πħ²). Thus

J = (q m_0/2π²ħ³) ∫∫ T(E_z, E_⊥)(f_L − f_R) dE_z dE_⊥,  (13)

with the Fermi functions taken at E_z + E_⊥. Gauss–Legendre quadrature at 300 K gives 0.0081, 0.049 and 0.34 A/cm² at 0.5, 1.0 and 1.5 V. Dropping the 4E_⊥ shift would raise the value at 1 V by a factor of 5.0, so the mass mismatch belongs in the calculation.

**What the film model leaves out**

The following changes are each made alone, at 1 V.

The image force lowers the barrier. For a charge at x = ud between metal plates, images of the same sign lie at distances 2nd on each side (n ≥ 1), and images of opposite sign at 2ud and 2(n ± u)d. The energy is half the charge times their potential, which is q²/(16πε_0ε_∞d) times −1/u + Σ_n[2/n − 1/(n − u) − 1/(n + u)]. This gives, with γ Euler's constant and ψ here the digamma function,

U_im = q²/(16πε_0ε_∞d) [2γ + ψ(u) + ψ(1 − u)].

With ε_∞ = 5 this is −0.050 eV at mid-film and deeper elsewhere. Cutting the barrier off where it would fall below the line E_F − qVx/d, I find that J rises by a factor of 4.2. The cut-off is a choice, and the factor depends on it: a cut 1 eV higher gives 3.4, a cut 5 eV lower gives 6.2.

Polarization P acts through imperfect screening. Let the electrodes carry charge ±σ per area and have screening length ℓ and background permittivity one. Each drops σℓ/ε_0, and the film drops (σ − P)d/(ε_0ε_f). Setting the sum equal to V gives

σ/ε_0 = (P/ε_0 + ε_fV/d)/(1 + 2ε_fℓ/d).

With s = qσℓ/ε_0, the barrier edges become φ − s and φ − qV + s. For P = 15 µC/cm², ε_f = 30 and ℓ = 0.02 nm they are 1.62 and 1.38 eV when P is along the field, and 2.15 and 0.85 eV when it is against it. Relative to the film with perfect screening, the current changes by factors of only 0.94 and 1.05; imperfect screening alone, with P = 0, already gives 0.97. The two shifts cancel in the mean barrier height, leaving mainly a change of tilt. Because the tunnelling exponent contains the concave function √φ, more tilt at fixed mean height lowers the exponent, in accord with both signs. The exponent alone overstates the size: at E_F it gives 0.91 and 1.08, while the full T changes by 0.93 and 1.06. Unequal electrodes would shift the mean and could separate the two states further. The second state is imposed here: the field in the film is then 3.2 MV/cm and opposes P, well above a rough coercive field of 1 MV/cm, so in a real film P would be expected to reverse.

A two-band gap E_g replaces φ by φ(1 − φ/E_g) in κ². For E_g = 5.7 eV, with the band-edge mass kept at 0.2m_0, the WKB exponential at E_F rises by a factor of about 26. This is the largest change found for the perfect film. A mass fitted to tunnelling data with a parabolic band would already contain part of it. The parabolic WKB exponent is 22.3 while −ln T is 21.0, so the exponential alone leaves out a prefactor near four here. The factor of 26 assumes that this prefactor is the same for both dispersions; matching the waves with the energy-dependent mass m_b(1 − φ/E_g) gives 23 instead. Both are ratios at a single energy. Because T then falls more slowly below E_F, the current rises more, by about 45 in WKB and about 36 with that matching.

Heating to 85 °C with the barrier unchanged raises J by 2.6 %.

Traps are more serious. Put one at mid-film, a few k_BT below E_F so that the facing states of the left metal are filled, with attempt rate ν = 10¹³ s⁻¹ and WKB probabilities P_1 and P_2 for the two halves. The mean waiting times add, so the rate is νP_1P_2/(P_1 + P_2). This is 4.8 × 10⁷ s⁻¹ for a level at E_F itself and 3.6 × 10⁷ s⁻¹ for one 3k_BT below it, or 3.5 × 10⁷ s⁻¹ with the occupation of the facing states. Dividing J by q times this last rate, I find that about 9 × 10⁹ traps per cm² carry as much as direct tunnelling.

**Beside a real capacitor**

The barrier, mass, polarization and permittivity are rough values for hafnia-based ferroelectrics. In a thicker film at the same voltage direct tunnelling is far weaker, as the value of T for 12 nm at 1 V shows. The field at 1 V is 2.5 MV/cm, half of a rough breakdown field of 5 MV/cm. At zero bias the screening model gives a depolarizing field of 1.3 MV/cm, comparable with a rough coercive field of 1 MV/cm, so a uniformly polarized state is not assured. The screening length of 0.02 nm is an assumed input; the Thomas–Fermi length of the free-electron metal used here is 0.06 nm and would raise the depolarizing field to 2.7 MV/cm. The model also assumes a film without defects, while real films contain them. In the trap estimate, 10¹² suitable traps per cm² would carry about 110 times the direct current. The computed leakage is therefore a figure for an ideal film, uncertain by several orders of magnitude through its band parameters (an oxide mass of 0.1m_0 or 0.4m_0 changes J at 1 V by factors of about 500 and 10⁻⁴, a barrier of 1.5 or 2.5 eV by about 50 and 0.04), and no prediction for a defective one.
